# The Auger Parameter Shift as Twice the Extra-Atomic Relaxation Energy: a program that tests the result

```python
# Result under test: the shift of the Auger parameter
#   alpha' = E_K(Auger) + E_B(photoelectron line)
# is minus the second difference of the environment energy W(q) in the number
# q of core holes. For linear response it is twice the change of the one-hole
# extra-atomic relaxation energy R. In a spherical cavity of radius a in a
# dielectric eps, R = e^2/(8 pi eps0 a) * (1 - 1/eps).
# V: frozen-environment energy per hole. Energies in eV, lengths in angstrom.
from itertools import combinations
import numpy as np
from scipy.constants import e, epsilon_0, pi
from scipy.linalg import solve_banded

COULOMB = e / (4 * pi * epsilon_0) * 1e10   # e^2/(4 pi eps0) in eV angstrom

# ---- Interacting electrons on a chain beside an atom with q core holes ----
N_SITES, N_ELECTRONS, HOPPING, SPACING = 9, 3, 2.0, 2.5
states = list(combinations(range(N_SITES), N_ELECTRONS))
index = {state: k for k, state in enumerate(states)}
excess = np.full((len(states), N_SITES), -N_ELECTRONS / N_SITES)
for k, state in enumerate(states):
    excess[k, list(state)] += 1.0            # occupation minus ionic background
position = SPACING * np.arange(1, N_SITES + 1)   # the atom sits at zero
separation = np.abs(position[:, None] - position[None, :])
np.fill_diagonal(separation, np.inf)
repulsion = COULOMB / separation
chain = np.diag(0.5 * np.einsum('ki,ij,kj->k', excess, repulsion, excess))
for k, state in enumerate(states):
    for site in state:
        if site + 1 < N_SITES and site + 1 not in state:
            moved = tuple(sorted((set(state) - {site}) | {site + 1}))
            chain[k, index[moved]] -= HOPPING
            chain[index[moved], k] -= HOPPING
hole_coupling = -COULOMB * excess @ (1 / position)   # energy per unit hole charge
levels, vectors = np.linalg.eigh(chain)
ground = vectors[:, 0]


def chain_energy(holes, strength):
    return np.linalg.eigvalsh(chain + np.diag(holes * strength * hole_coupling))[0]


def chain_shift_and_relaxation(strength):
    energy = [chain_energy(q, strength) for q in (0, 1, 2)]
    binding = energy[1] - energy[0]
    auger = energy[1] - energy[2]
    frozen = ground @ ((chain + np.diag(strength * hole_coupling)) @ ground)
    return binding + auger, frozen - energy[1]


matrix_elements = vectors[:, 1:].T @ (hole_coupling * ground)
response_sum = np.sum(matrix_elements**2 / (levels[1:] - levels[0]))

weak = 0.002
shift_weak, relax_weak = chain_shift_and_relaxation(weak)
shift_double, relax_double = chain_shift_and_relaxation(2 * weak)
assert abs(shift_weak / (2 * weak**2 * response_sum) - 1) < 0.02
assert abs(shift_weak / (2 * relax_weak) - 1) < 0.02
# the relative error of the factor of two grows linearly with the coupling
error_growth = ((shift_double / (2 * relax_double) - 1)
                / (shift_weak / (2 * relax_weak) - 1))
assert 1.8 < error_growth < 2.2
chain_table = [(s, *chain_shift_and_relaxation(s)) for s in (0.01, 0.1, 1.0)]
assert all(row[1] > 0 for row in chain_table)


# ---- Relaxation energy from a finite-volume solution of Poisson's equation ----
def poisson_relaxation(holes, cavity, eps, particle=np.inf, core=0.3):
    step, outer = 0.01, 40.0
    faces = step * np.arange(int(round(outer / step)) + 1)
    middle = 0.5 * (faces[1:] + faces[:-1])
    medium = np.where((middle > cavity) & (middle < particle), eps, 1.0)
    charge = holes * np.diff(np.minimum(faces, core)**3) / core**3
    energies = []
    for dielectric in (np.ones_like(middle), medium):
        half = 0.5 * step / dielectric
        conductance = faces[1:-1]**2 / (half[:-1] + half[1:])
        edge = faces[-1]**2 / half[-1]
        bands = np.zeros((3, len(middle)))
        bands[0, 1:] = -conductance
        bands[2, :-1] = -conductance
        bands[1, :-1] += conductance
        bands[1, 1:] += conductance
        bands[1, -1] += edge
        source = COULOMB * charge
        source[-1] += edge * COULOMB * holes / (dielectric[-1] * faces[-1])
        potential = solve_banded((1, 1), bands, source)
        energies.append(0.5 * charge @ potential)
    return energies[0] - energies[1]


def cavity_relaxation(cavity, eps, particle=np.inf):
    return 0.5 * COULOMB * (1 - 1 / eps) * (1 / cavity - 1 / particle)


RADIUS, LARGER_RADIUS, PARTICLE = 2.0, 2.2, 20.0
EPS_A, EPS_B = 3.0, 6.0
for cavity, eps, particle in ((RADIUS, EPS_A, np.inf), (RADIUS, EPS_B, np.inf),
                              (LARGER_RADIUS, EPS_B, np.inf),
                              (RADIUS, EPS_B, PARTICLE)):
    for core in (0.3, 1.2):
        numeric = poisson_relaxation(1, cavity, eps, particle, core)
        assert abs(numeric - cavity_relaxation(cavity, eps, particle)) < 1e-3
# metal limit: eps = 1e4 differs from infinity by about 4e-4 eV
metal = cavity_relaxation(RADIUS, np.inf)
assert abs(poisson_relaxation(1, RADIUS, 1e4) - metal) < 2e-3

# ---- Simulated spectra of two model compounds ----
PHOTON, FREE_ONE_HOLE, FREE_TWO_HOLE = 1500.0, 1000.0, 200.0
compounds = {'A': (EPS_A, 4.0, 2.5), 'B': (EPS_B, 1.0, 0.7)}  # eps, V, charging
relaxation = {name: [poisson_relaxation(q, RADIUS, data[0]) for q in (1, 2)]
              for name, data in compounds.items()}


def analyser(name, charging, work_function):
    frozen = compounds[name][1]
    one = FREE_ONE_HOLE + frozen - relaxation[name][0]
    two = FREE_TWO_HOLE + 2 * frozen - relaxation[name][1]
    photo_kinetic = PHOTON - one - work_function - charging
    auger_kinetic = one - two - work_function - charging
    return photo_kinetic, auger_kinetic


WORK_FUNCTION = 4.5
spectra = {}
for name, (eps, frozen, charging) in compounds.items():
    photo, auger = analyser(name, charging, WORK_FUNCTION)
    binding = PHOTON - photo - WORK_FUNCTION
    auger_fermi = auger + WORK_FUNCTION
    spectra[name] = (photo, auger, binding, auger_fermi, binding + auger_fermi)
    for other_charging, other_work in ((0.0, 4.5), (6.0, 4.5), (-1.3, 5.2)):
        p, a = analyser(name, other_charging, other_work)
        assert abs(PHOTON + a - p - spectra[name][4]) < 1e-9

d_binding = spectra['B'][2] - spectra['A'][2]
d_auger = spectra['B'][3] - spectra['A'][3]
d_alpha = spectra['B'][4] - spectra['A'][4]
relax_A, relax_B = (cavity_relaxation(RADIUS, x) for x in (EPS_A, EPS_B))
formula_shift = 2 * (relax_B - relax_A)
assert abs(d_alpha - formula_shift) < 4e-3
recovered_R = 0.5 * (d_binding + d_auger)
recovered_V = 0.5 * (3 * d_binding + d_auger)
true_dV = compounds['B'][1] - compounds['A'][1]
d_charging = compounds['B'][2] - compounds['A'][2]
assert abs(recovered_R - (relax_B - relax_A)) < 2e-3
assert abs(recovered_V - (true_dV + d_charging)) < 4e-3

larger_shift = 2 * (cavity_relaxation(LARGER_RADIUS, EPS_B) - relax_A)
particle_shift = 2 * (cavity_relaxation(RADIUS, EPS_B, PARTICLE) - relax_B)

# ---- Output ----
print(f"e^2/(4 pi eps0) = {COULOMB:.4f} eV angstrom")
print(f"Chain: {N_SITES} sites, {N_ELECTRONS} spinless electrons")
print(f"Chain: hopping {HOPPING:.1f} eV, spacing {SPACING:.1f} angstrom")
print(f"Chain: response sum R at full coupling = {response_sum:.4f} eV")
for strength, shift, relax in chain_table:
    print(f"Chain, coupling {strength:g}: alpha' shift = {shift:.4e} eV, "
          f"2R(1) = {2 * relax:.4e} eV, ratio = {shift / (2 * relax):.4f}")
print(f"Chain: error growth on doubling weak coupling = {error_growth:.3f}")
print(f"Cavity radius = {RADIUS:.1f} angstrom")
print(f"Photon energy = {PHOTON:.1f} eV, work function = {WORK_FUNCTION:.1f} eV")
print(f"Free atom: one-hole energy = {FREE_ONE_HOLE:.1f} eV")
print(f"Free atom: two-hole energy = {FREE_TWO_HOLE:.1f} eV")
print(f"Free atom: alpha' = {2 * FREE_ONE_HOLE - FREE_TWO_HOLE:.1f} eV")
for name, (eps, frozen, charging) in compounds.items():
    photo, auger, binding, auger_fermi, alpha = spectra[name]
    print(f"{name}: eps = {eps:.1f}, V = {frozen:.1f} eV, "
          f"charging = {charging:.1f} eV")
    print(f"{name}: R(1), R(2) from Poisson = {relaxation[name][0]:.3f}, "
          f"{relaxation[name][1]:.3f} eV")
    print(f"{name}: R from cavity formula = "
          f"{cavity_relaxation(RADIUS, eps):.3f} eV")
    print(f"{name}: raw kinetic energies, photo = {photo:.3f} eV, "
          f"Auger = {auger:.3f} eV")
    print(f"{name}: apparent binding energy = {binding:.3f} eV")
    print(f"{name}: Auger energy from Fermi level = {auger_fermi:.3f} eV")
    print(f"{name}: alpha' = {alpha:.3f} eV")
print(f"B-A: apparent binding shift = {d_binding:.3f} eV")
print(f"B-A: apparent Auger shift = {d_auger:.3f} eV")
print(f"B-A: alpha' shift from spectra = {d_alpha:.3f} eV")
print(f"B-A: alpha' shift from cavity formula = {formula_shift:.3f} eV")
print(f"B-A: recovered change of R = {recovered_R:.3f} eV")
print(f"B-A: recovered change of V = {recovered_V:.3f} eV")
print(f"B-A: true change of V = {true_dV:.3f} eV")
print(f"B-A: difference in charging = {d_charging:.3f} eV")
print(f"Metal limit: R = {metal:.3f} eV")
print(f"Metal limit: alpha' shift from free atom = {2 * metal:.3f} eV")
print(f"Metal minus A: alpha' shift = {2 * (metal - relax_A):.3f} eV")
print(f"B-A with B cavity {LARGER_RADIUS:.1f} angstrom: "
      f"alpha' shift = {larger_shift:.3f} eV")
print(f"B particle of radius {PARTICLE:.0f} angstrom minus bulk B: "
      f"alpha' shift = {particle_shift:.3f} eV")
print("checks complete")
```

It prints:

```
e^2/(4 pi eps0) = 14.3996 eV angstrom
Chain: 9 sites, 3 spinless electrons
Chain: hopping 2.0 eV, spacing 2.5 angstrom
Chain: response sum R at full coupling = 0.8359 eV
Chain, coupling 0.01: alpha' shift = 1.6898e-04 eV, 2R(1) = 1.6778e-04 eV, ratio = 1.0072
Chain, coupling 0.1: alpha' shift = 1.8502e-02 eV, 2R(1) = 1.7319e-02 eV, ratio = 1.0683
Chain, coupling 1: alpha' shift = 1.5433e+00 eV, 2R(1) = 2.0350e+00 eV, ratio = 0.7584
Chain: error growth on doubling weak coupling = 1.999
Cavity radius = 2.0 angstrom
Photon energy = 1500.0 eV, work function = 4.5 eV
Free atom: one-hole energy = 1000.0 eV
Free atom: two-hole energy = 200.0 eV
Free atom: alpha' = 1800.0 eV
A: eps = 3.0, V = 4.0 eV, charging = 2.5 eV
A: R(1), R(2) from Poisson = 2.400, 9.600 eV
A: R from cavity formula = 2.400 eV
A: raw kinetic energies, photo = 491.400 eV, Auger = 796.200 eV
A: apparent binding energy = 1004.100 eV
A: Auger energy from Fermi level = 800.700 eV
A: alpha' = 1804.800 eV
B: eps = 6.0, V = 1.0 eV, charging = 0.7 eV
B: R(1), R(2) from Poisson = 3.000, 12.000 eV
B: R from cavity formula = 3.000 eV
B: raw kinetic energies, photo = 496.800 eV, Auger = 802.800 eV
B: apparent binding energy = 998.700 eV
B: Auger energy from Fermi level = 807.300 eV
B: alpha' = 1806.000 eV
B-A: apparent binding shift = -5.400 eV
B-A: apparent Auger shift = 6.600 eV
B-A: alpha' shift from spectra = 1.200 eV
B-A: alpha' shift from cavity formula = 1.200 eV
B-A: recovered change of R = 0.600 eV
B-A: recovered change of V = -4.800 eV
B-A: true change of V = -3.000 eV
B-A: difference in charging = -1.800 eV
Metal limit: R = 3.600 eV
Metal limit: alpha' shift from free atom = 7.200 eV
Metal minus A: alpha' shift = 2.400 eV
B-A with B cavity 2.2 angstrom: alpha' shift = 0.655 eV
B particle of radius 20 angstrom minus bulk B: alpha' shift = -0.600 eV
checks complete
```
